# Why fermion loops screen charge: orbital, spin and statistics signs: a program that tests the result

```python
"""
Result under test: one Dirac field gives beta(e) = mu de/dmu = e^3/(12 pi^2).
The B^2 heat coefficient is -1/6 (orbital) + 1/2 (spin), and the fermion
vacuum energy has the sign opposite to that of a boson.
Symbols: hbar = c = 1, Heaviside-Lorentz units, alpha = e^2/(4 pi),
b = e B, s = proper time, X = b s, m = mass, g = gyromagnetic factor.
u = vacuum energy density; its B^2 part is C b^2 ln(Lambda^2/m^2),
and beta/e^3 = 2 C. Mass m = 1 in all dimensionless computations.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp

pi = np.pi


# Heat coefficients from numerical spectra, with b = 1 so that X = s.
def dirac_excess_levels(size=250, mass=1.0, pz=0.3):
    """Diagonalize the Dirac Hamiltonian; return E^2 - m^2 - pz^2.
    The lower spin component has one oscillator state fewer, which
    avoids a false zero mode at the edge of the basis."""
    lower = np.zeros((size - 1, size))
    lower[np.arange(size - 1), np.arange(1, size)] = np.sqrt(
        np.arange(1, size))
    sigma_pi = np.block([
        [pz * np.eye(size), np.sqrt(2.0) * lower.T],
        [np.sqrt(2.0) * lower, -pz * np.eye(size - 1)]])
    one = np.eye(2 * size - 1)
    hamiltonian = np.block([[mass * one, sigma_pi],
                            [sigma_pi, -mass * one]])
    return np.linalg.eigvalsh(hamiltonian)**2 - mass**2 - pz**2


def orbital_levels(half_width=28.0, step=0.1):
    """Eigenvalues of -d^2/dx^2 + x^2 on a sinc-function grid."""
    count = int(round(2 * half_width / step)) + 1
    x = np.linspace(-half_width, half_width, count)
    diff = np.subtract.outer(np.arange(count), np.arange(count))
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, pi**2 / 3,
                       2.0 * (1 - 2 * (np.abs(diff) % 2)) / safe**2)
    return np.linalg.eigvalsh(kinetic / step**2 + np.diag(x**2))


def quadratic_coefficient(levels, weight):
    """Extrapolate (normalized heat trace - 1)/X^2 to X = 0."""
    def ratio(X):
        return (weight * X * np.exp(-X * levels).sum() - 1) / X**2
    return (4 * ratio(0.1) - ratio(0.2)) / 3


dirac_levels = dirac_excess_levels()
landau_levels = orbital_levels()
a_total = quadratic_coefficient(dirac_levels, 0.5)
a_orbital = quadratic_coefficient(landau_levels, 2.0)
a_spin = a_total - a_orbital
assert np.allclose(landau_levels[:5], [1, 3, 5, 7, 9], atol=1e-8)
assert abs(a_total - 1 / 3) < 1e-5
assert abs(a_orbital + 1 / 6) < 1e-5
for X in (0.3, 1.0, 2.5):
    assert abs(0.5 * X * np.exp(-X * dirac_levels).sum()
               - X / np.tanh(X)) < 1e-9
    assert abs(2 * X * np.exp(-X * landau_levels).sum()
               - X / np.sinh(X)) < 1e-9

# Spin term for general fields, from gamma matrices.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha_matrices = [np.kron(pauli[0], p) for p in pauli]
beta_matrix = np.kron(pauli[2], np.eye(2))
gamma = [beta_matrix] + [beta_matrix @ a for a in alpha_matrices]
E_field = np.array([0.3, -0.7, 0.2])
B_field = np.array([0.9, 0.4, -0.5])
F = np.zeros((4, 4))
F[0, 1:] = E_field
F[1:, 0] = -E_field
F[1, 2], F[2, 3], F[3, 1] = -B_field[2], -B_field[0], -B_field[1]
F[2, 1], F[3, 2], F[1, 3] = B_field[2], B_field[0], B_field[1]
spin_term = sum(0.25j * F[i, j] * (gamma[i] @ gamma[j]
                                  - gamma[j] @ gamma[i])
                for i in range(4) for j in range(4))
invariant = B_field @ B_field - E_field @ E_field
spin_square = np.trace(spin_term @ spin_term).real / 4
assert abs(np.trace(spin_term)) < 1e-12
assert abs(spin_square - invariant) < 1e-12
assert abs(0.5 * spin_square / invariant - a_spin) < 2e-5

# Finite mode sums: three derivatives of energy with respect to m^2.
assert abs(mp.diff(mp.sqrt, 2, 3) - mp.mpf(3) / 8 / 2**2.5) < 1e-7
M_test = 1.7
pz_integral = quad(lambda p: 0.375 * (M_test**2 + p**2)**-2.5 / (2 * pi),
                   -np.inf, np.inf)[0]
assert abs(pz_integral - 1 / (4 * pi * M_test**4)) < 1e-9


def free_integrand(theta):
    k = np.tan(theta)
    return (k**2 / (2 * pi**2) * 0.375 * (1 + k**2)**-2.5
            / np.cos(theta)**2)


free_density = quad(free_integrand, 0, pi / 2,
                    epsabs=1e-14, epsrel=1e-13)[0]


def beta_from_modes(sign, g, spins, b=0.005, count=200000):
    """beta/e^3 from Landau levels minus the zero-field continuum."""
    n = np.arange(count)
    total = 0.0
    for spin in spins:
        M2 = 1 + (2 * n + 1) * b - spin * g * b
        tail_start = 1 + 2 * count * b - spin * g * b
        total += np.sum(1 / M2**2) + 1 / (2 * b * tail_start)
    third = sign * b / (2 * pi) * total / (4 * pi)
    free = sign * len(spins) * free_density
    return -(third - free) / b**2


unit = 1 / (48 * pi**2)
half = (0.5, -0.5)
scalar = beta_from_modes(+1, 0, (0,)) / unit
boson_plain = beta_from_modes(+1, 0, half) / unit
boson_spin = beta_from_modes(+1, 2, half) / unit
fermion_plain = beta_from_modes(-1, 0, half) / unit
fermion_spin = beta_from_modes(-1, 2, half) / unit
g_balance = 2 * np.sqrt(-a_orbital / a_spin)
balanced = beta_from_modes(-1, g_balance, half) / unit
for value, expected in ((scalar, 1), (boson_plain, 2), (boson_spin, -4),
                        (fermion_plain, -2), (fermion_spin, 4),
                        (balanced, 0)):
    assert abs(value - expected) < 3e-4
beta_modes = fermion_spin * unit
beta_formula = 1 / (12 * pi**2)
assert abs(beta_modes / beta_formula - 1) < 1e-4


# Electric polarization of the filled Dirac sea.
def dielectric_rate(k):
    """d(epsilon)/d(ln k), divided by e^2, from numerical eigenvectors."""
    direction = np.array([0.48, 0.60, 0.64])
    H = beta_matrix + sum(k * direction[i] * alpha_matrices[i]
                          for i in range(3))
    energy, states = np.linalg.eigh(H)
    filled, empty = states[:, :2], states[:, 2:]
    gap = energy[2] - energy[1]
    dipole = sum(np.sum(abs(empty.conj().T @ a @ filled)**2)
                 for a in alpha_matrices) / (3 * gap**2)
    return k**3 / (2 * pi**2) * dipole / (gap / 2)


electric_rate = dielectric_rate(1000.0)
assert dielectric_rate(0.1) > 0 and dielectric_rate(1.0) > 0
assert abs(electric_rate / (2 * beta_formula) - 1) < 1e-5


# Renormalized energy in a strong magnetic field.
def energy_over_b2(field):
    """One-loop u/b^2 after subtraction, with field = b/m^2."""
    y = np.linspace(-14, np.log(60 * field), 40001)
    t = np.exp(y)
    small = t < 0.1
    ts = np.where(small, t, 0.1)
    tl = np.where(small, 0.1, t)
    series = -ts**2 / 45 + 2 * ts**4 / 945 - ts**6 / 4725
    direct = (tl / np.tanh(tl) - 1 - tl**2 / 3) / tl**2
    values = np.where(small, series, direct) * np.exp(-t / field)
    area = np.sum((values[1:] + values[:-1]) / 2 * np.diff(y))
    return area / (8 * pi**2)


inverse_alpha = 1 / constants.fine_structure
field_1, field_2 = 1e8, 1e10
h1, h2 = energy_over_b2(field_1), energy_over_b2(field_2)
field_slope = 2 * (h2 - h1) / np.log(field_2 / field_1)
assert abs(field_slope / -beta_formula - 1) < 1e-5
inv_alpha_1 = inverse_alpha + 8 * pi * h1
inv_alpha_2 = inverse_alpha + 8 * pi * h2
flow = solve_ivp(lambda log_mu, e: beta_formula * e**3,
                 (np.log(field_1) / 2, np.log(field_2) / 2),
                 [np.sqrt(4 * pi / inv_alpha_1)],
                 rtol=1e-11, atol=1e-13)
inv_alpha_flow = 4 * pi / flow.y[0, -1]**2
assert abs(inv_alpha_flow - inv_alpha_2) < 1e-5

# Worked example: only the electron loop, starting at mu = m_e.
scale_ratio = np.sqrt(field_2)
electron_GeV = (constants.m_e * constants.c**2 / constants.e) / 1e9
inv_alpha_log = inverse_alpha - 8 * pi * beta_formula * np.log(scale_ratio)
example = solve_ivp(lambda log_mu, e: beta_formula * e**3,
                    (0, np.log(scale_ratio)),
                    [np.sqrt(4 * pi / inverse_alpha)],
                    rtol=1e-11, atol=1e-13)
assert abs(4 * pi / example.y[0, -1]**2 - inv_alpha_log) < 1e-6
pole_log10 = inverse_alpha / (8 * pi * beta_formula) / np.log(10)

print("HEAT COEFFICIENTS OF X^2 (dimensionless)")
print(f"orbital part            {a_orbital:.5f}")
print(f"spin part               {a_spin:.5f}")
print(f"sum                     {a_total:.5f}")
print(f"-spin/orbital           {-a_spin / a_orbital:.4f}")
print("BETA FROM MODE SUMS, unit e^3/(48 pi^2)")
print(f"complex scalar          {scalar:.3f}")
print(f"boson, 2 states, g=0    {boson_plain:.3f}")
print(f"boson, 2 states, g=2    {boson_spin:.3f}")
print(f"fermion, 2 states, g=0  {fermion_plain:.3f}")
print(f"fermion, 2 states, g=2  {fermion_spin:.3f}")
print(f"balance g               {g_balance:.4f}")
print("DIRAC LOGARITHMS (dimensionless)")
print(f"beta/e^3, mode sum      {beta_modes:.7f}")
print(f"beta/e^3, 1/(12 pi^2)   {beta_formula:.7f}")
print(f"electric rate/e^2 at k=1000 m: {electric_rate:.7f}")
print(f"expected 1/(6 pi^2)     {2 * beta_formula:.7f}")
print(f"d(1/e^2)/d ln b, strong field: {field_slope:.7f}")
print("WORKED EXAMPLE, ELECTRON LOOP ONLY")
print(f"scale mu/m_e            {scale_ratio:.0f} (dimensionless)")
print(f"electron mass           {electron_GeV:.6e} GeV")
print(f"scale mu                {scale_ratio * electron_GeV:.3f} GeV")
print(f"ln(mu/m_e)              {np.log(scale_ratio):.4f} (dimensionless)")
print(f"1/alpha at m_e          {inverse_alpha:.4f} (dimensionless)")
print(f"1/alpha at mu, log      {inv_alpha_log:.4f} (dimensionless)")
print(f"increase of alpha       "
      f"{100 * (inverse_alpha / inv_alpha_log - 1):.3f} percent")
print(f"1/alpha, field b=10^8 m^2:  {inv_alpha_1:.4f} (dimensionless)")
print(f"1/alpha, field b=10^10 m^2: {inv_alpha_2:.4f} (dimensionless)")
print(f"same, by beta flow      {inv_alpha_flow:.4f} (dimensionless)")
print(f"field minus log value   "
      f"{inv_alpha_2 - inv_alpha_log:.4f} (dimensionless)")
print(f"log10(pole scale/m_e)   {pole_log10:.1f} (dimensionless)")
print("ALL CHECKS PASSED")
```

Output:

```
HEAT COEFFICIENTS OF X^2 (dimensionless)
orbital part            -0.16667
spin part               0.50000
sum                     0.33333
-spin/orbital           3.0000
BETA FROM MODE SUMS, unit e^3/(48 pi^2)
complex scalar          1.000
boson, 2 states, g=0    2.000
boson, 2 states, g=2    -4.000
fermion, 2 states, g=0  -2.000
fermion, 2 states, g=2  4.000
balance g               1.1547
DIRAC LOGARITHMS (dimensionless)
beta/e^3, mode sum      0.0084433
beta/e^3, 1/(12 pi^2)   0.0084434
electric rate/e^2 at k=1000 m: 0.0168868
expected 1/(6 pi^2)     0.0168869
d(1/e^2)/d ln b, strong field: -0.0084434
WORKED EXAMPLE, ELECTRON LOOP ONLY
scale mu/m_e            100000 (dimensionless)
electron mass           5.109990e-04 GeV
scale mu                51.100 GeV
ln(mu/m_e)              11.5129 (dimensionless)
1/alpha at m_e          137.0360 (dimensionless)
1/alpha at mu, log      134.5929 (dimensionless)
increase of alpha       1.815 percent
1/alpha, field b=10^8 m^2:  135.3247 (dimensionless)
1/alpha, field b=10^10 m^2: 134.8361 (dimensionless)
same, by beta flow      134.8361 (dimensionless)
field minus log value   0.2432 (dimensionless)
log10(pole scale/m_e)   280.5 (dimensionless)
ALL CHECKS PASSED
```
